How far can the graphene lattice be scaled in a device simulation?

**Problem**

A graphene device is described by one orbital per carbon atom, nearest-neighbour hopping t0 and bond length d0. To reduce the number of sites, the lattice constant is multiplied by a real factor s ≥ 1 and the hopping is divided by s:

d = s d0, t = t0/s.

The size of the device, the electrostatic potential V(r) and the magnetic field B are left as they are.

(a) Show that the low-energy physics is unchanged at leading order.

(b) Find how large s may be if stated tolerances are to hold for trigonal warping, for the Landau levels and for the mixing of valleys by the potential.

(c) Evaluate the bounds for the round parameters t0 = 3 eV, d0 = 0.14 nm, with a p–n junction V = U tanh(x/w), U = 0.1 eV, w = 5 nm, and a field B = 5 T. Allow 5 % distortion of the Fermi contour, 1 % error in the Landau levels inside the energy window, and a valley-changing reflection probability of 10⁻⁶.

Spin, edges and atomic-scale disorder are left out. In what follows U is the largest local kinetic energy |E − V(r)| in the device, and

u = U/t = sU/t0.

Thus u is this energy in units of the scaled hopping.

**Solution (a): why the scaling works**

Let δ_j, with j = 0, 1, 2, be the three bonds from an A site to its B neighbours. They have length d and directions φ_j = φ_0 + 2πj/3. For a uniform potential the Bloch Hamiltonian couples A to B through −t f(k), where

f(k) = Σ_j exp(ik·δ_j), |E − V| = t|f(k)|.

At a Dirac point the three phases are 1, ω, ω² up to a common factor, with ω = exp(2πi/3), and they sum to zero. Take the valley with exp(iK·δ_j) = ω^j. The other follows from f(−k) = f(k)*.

Write k = K + q, x = qd, and let α be the angle between q and bond 0. Then q·δ_j = x cos(α − 2πj/3), and to second order in x

f = Σ_j ω^j [1 + ix cos(α − 2πj/3) − (x²/2) cos²(α − 2πj/3)].

The constant term vanishes. For the other two, write the cosine as exponentials and keep those whose phases cancel ω^j; all others sum to zero over the three bonds:

Σ_j ω^j cos(α − 2πj/3) = (3/2) e^{iα},

Σ_j ω^j cos²(α − 2πj/3) = (3/4) e^{−2iα}.

Hence

f = (3/2) ix e^{iα} − (3/8) x² e^{−2iα} + O(x³).

The first term gives

|E − V| = (t0/s)(3/2)(q s d0) = ħvq, ħv = (3/2) t0 d0.

The factor s has cancelled. The phase e^{iα} is also independent of s, so the whole Dirac Hamiltonian is preserved, including its spinor structure, and not the velocity alone.

The potential enters simply. Put ψ_A(r) = e^{iK·r}F_A(r), and likewise for B. The lattice equation on an A site becomes

E F_A(r) = V(r) F_A(r) − t Σ_j ω^j F_B(r + δ_j).

For smooth envelopes F, the sum is the expansion above with q replaced by −i∇, and V is the physical potential at that site. A magnetic field replaces −i∇ by its gauge-covariant form, which the Peierls phases supply. The scaled lattice therefore represents the same Dirac problem at leading order in qd. The neglected terms decide how large s may be.

**Solution (b): three bounds**

*Trigonal warping.* Factor the leading term out of f:

f = (3/2) ix e^{iα} [1 + (ix/4) e^{−3iα} + O(x²)].

The real part of i e^{−3iα} is sin 3α, so

|E − V| = ħvq [1 + (x/4) sin 3α + O(x²)].

Where sin 3α = −1 the energy rises most slowly, and a contour of fixed energy reaches furthest out. This is the direction from K to the neighbouring M point, where the contour can be found in closed form. Along that line two bonds have opposite phases and the third has phase zero. With y = √3 x/2,

|f| = |1 + 2cos(2π/3 + y)| = √3 sin y + cos y − 1 = 2 sin(y + π/6) − 1.

Setting |f| = U/t = u gives y = arcsin((1 + u)/2) − π/6. The contour radius is x = 2y/√3, while the Dirac value is x = 2u/3. Their ratio minus one is the distortion

W(u) = (√3/u)[arcsin((1 + u)/2) − π/6] − 1.

Expanding the arcsine about 1/2, where its first three derivatives are 2/√3, 4/(3√3) and 16/(3√3), gives

W(u) = u/6 + u²/9 + O(u³).

The leading term shows that this direction has the largest outward distortion at small u. For u = 0.05, 0.2 and 0.5 a search over sampled directions, using the explicit bond sum, was tested against W and agreed.

If the tolerance is η_w, solve W(u_w) = η_w. The bound is

s ≤ s_w = u_w t0/U ≈ 6η_w t0/U for small η_w.

At u = 1 the contour reaches M, since then y = π/3, and the valleys merge. Thus s < t0/U is a ceiling for any two-valley description, however loose the tolerance.

*Magnetic length.* Let l = √(ħ/(eB)). For one sign of the field, with bond 0 along the first axis, the components of q can be written with ladder operators, [a, a†] = 1:

q_1 = (a + a†)/(√2 l), q_2 = i(a − a†)/(√2 l).

Reversing the field exchanges the roles of the valleys. With β = d/(√2 l),

q·δ_j = β(a e^{iφ_j} + a† e^{−iφ_j}).

The two parts have a commutator that is a number, so the exponential separates:

exp(iq·δ_j) = e^{−β²/2} exp(iβa† e^{−iφ_j}) exp(iβa e^{iφ_j}).

A product (a†)^m a^n carries the phase e^{−i(m−n)φ_j}. After multiplication by ω^j and summation over bonds, it survives if m − n leaves remainder 1 on division by 3. Up to third order these are a†, a² and (a†)²a:

f = 3iβ e^{−β²/2} G,

G = a† + (iβ/2)a² − (β²/2)(a†)²a + O(β³).

The squared energies are the eigenvalues of t²ff†, so we need

GG† = a†a + (iβ/2)(a³ − a†³) + β²[−(a†)²a² + (1/4)a²(a†)²] + O(β³).

In the state n the β² bracket has the expectation value

−n(n − 1) + (n + 1)(n + 2)/4.

The term linear in β couples n to n − 3 and n + 3. Its second-order contribution, with denominators +3 and −3, is

(β²/12)[n(n − 1)(n − 2) − (n + 1)(n + 2)(n + 3)] = −(β²/4)(3n² + 3n + 2).

Adding the two contributions gives

eigenvalue of GG† = n + β²(n − 3n²/2).

The prefactor of ff† is 9β²e^{−β²} ≈ 9β²(1 − β²). Its correction cancels the term β²n, leaving

E_n² = 9β²t² n [1 − (3/2)nβ²].

Since 9β²t² = 2(ħv/l)², the square root is

E_n = √(2n) (ħv/l) [1 − (3/8) n (s d0/l)²].

The zeroth level does not move at this order. If levels up to N are to have relative error at most η_B, then

s ≤ s_B = (l/d0) √(8η_B/(3N)).

This condition overlaps with the first. Using n/l² = E_n²/(2ħ²v²) at leading order, the relative downshift becomes

(3/8) n (s d0/l)² = (1/12)(sE_n/t0)².

For levels inside the window |E_n| ≤ U this leading-order shift is at most u²/12. To the same order, the warping bound already controls the levels if u_w²/12 ≤ η_B. The magnetic bound matters separately when the levels must be more accurate than that, or when a required level lies above the window used for U.

*Smoothness of the potential.* Part (a) showed that V enters the envelope equation unchanged at leading order in qd. Beyond that order a coarse lattice has two effects. The q² term, acting on an envelope whose wavenumber varies, produces a correction proportional to d V′ within a valley. In addition the valleys mix, because their separation in wavenumber shrinks as 1/s. The bound derived here concerns the mixing. A junction crossed along a zigzag direction at normal incidence isolates it.

Let x now be the position along a zigzag direction, with one bond perpendicular to it. For zero transverse wavenumber, the amplitudes depend on x alone, in rows separated by b = √3 d/2:

(E − V)ψ_A(x) = −t[ψ_B(x) + ψ_B(x + b) + ψ_B(x − b)],

and the same holds with A and B exchanged. The combinations ψ_A ± ψ_B therefore decouple. For the plus sign, a uniform potential gives

E − V = −t(1 + 2cos kb).

Its zeros, kb = ±2π/3, are the two valleys. The slope 2tb sin kb is positive in one and negative in the other. This chain has one right-mover and one left-mover, in different valleys, so every reflection changes valley. The absence of reflection within a valley is Klein tunnelling.

Put k = π/b − p and take out the alternating sign, ψ = (−1)^{x/b}χ. Then

E − V = −t(1 − 2cos pb),

the incident wave is χ ~ e^{−ipx}, and the reflected one is e^{+ipx}. They would meet at p = 0, the M-point energy E − V = t. For U < t no real position reaches it, but a complex position does.

Take V = U tanh(x/w) and E = 0, with w ≫ b and 2πUw/(ħv) well above 1, so that the phase-integral method applies. On the line x = ξ − iπw/2 we have tanh(x/w) = coth(ξ/w), which is real. As ξ rises from −∞ towards 0, E − V = −U coth(ξ/w) rises from U without limit and passes t at some ξ_c. Near there

b²χ'' ≈ [(E − V)/t − 1]χ,

which is Airy's equation: χ oscillates before ξ_c and is exponential after it. Continued from the real axis, which passes above this point, p becomes −i times a positive number beyond ξ_c. The transmitted wave, exp(−i∫p dx), then decays there. The decaying Airy solution contains incident and reflected waves of equal modulus on the oscillating side.

It remains to return to the real axis far to the left, where p is constant. Going down by πw/2 multiplies |e^{−ipx}| by e^{−pπw/2} and |e^{+ipx}| by e^{+pπw/2}. Equal moduli on the lower line therefore require |r| = e^{−πwp} on the real axis, so

R ≈ exp(−2πwp), cos(pb) = (1 + u)/2.

The second relation is the dispersion at E − V = U. The minus chain is the mirror image for this odd potential and has the same R.

For a tolerance η_V, the bound s_V solves 2πwp = ln(1/η_V). When u ≪ 1, pb ≈ π/3, and

s_V ≈ 4π²w/[3√3 d0 ln(1/η_V)].

Finite u lowers p and tightens the bound. As u → 1, p → 0 and the protection is lost. The numerical factor belongs to the tanh profile, and an abrupt step lies outside the approximation. For a potential so weak that 2πUw/(ħv) is not large, the reflection is smaller than the formula gives and vanishes with U; s_V is then a cautious bound, not a tight one. If transport is along an armchair direction instead, a straight junction conserves a transverse wavenumber that differs between the valleys, and it cannot mix them. It does reflect within a valley. At normal incidence the lattice reduces to a chain of equal hoppings with spacings alternating between d and d/2, so the sites lie ±d/8 off a uniform grid and the sampled potential has a staggered part (d/8)V′, which acts as a mass. For a smooth junction, stationary phase at x = 0 gives R ≈ πd²U/(64wħv). This grows as s², is of order 10⁻³ at s = 7 for the junction of part (c), and is not limited by s_V.

All three conditions must hold:

s ≤ min(s_w, s_B, s_V).

**Solution (c): numbers**

The Dirac parameter is ħv = 1.5 × 3 eV × 0.14 nm = 0.63 eV nm.

For the warping, W(u_w) = 0.05 gives u_w = 0.2506, so

s_w = 0.2506 × 3/0.1 = 7.52.

The leading-order estimate, 6 × 0.05 × 3/0.1 = 9.0, is too generous: the quadratic term in W already matters. The valley-merging ceiling is t0/U = 30.

For the field, l = 11.47 nm. The continuum levels within U satisfy

n ≤ (Ul/ħv)²/2 = (0.1 × 11.47/0.63)²/2 ≈ 1.66,

so N = 1, with continuum energy 77.65 meV. Then

s_B = (11.47/0.14) √(0.08/3) = 13.4.

On a honeycomb lattice threaded by the same field, the first level is low by 0.276 % at s = 7.02, against 0.275 % from the formula. At s = 13.43 the figures are 1.028 % and 1.008 %; the small excess shows that the formula is a leading-order one. In this example the warping bound makes the magnetic one redundant, since u_w²/12 ≈ 0.5 % is below the allowed 1 %.

For the junction, solving 2πwp = ln(10⁶) = 13.8 gives s_V = 14.0. The small-u estimate would give 19.6. The full lattice calculation at s_V gives R = 0.99 × 10⁻⁶, close to the target. For a sharper junction, w = 3 nm at s = 10, the lattice gives 1.90 × 10⁻⁶ and the formula 2.10 × 10⁻⁶, a difference of about 10 %. This is adequate for setting a bound on s, which depends on the logarithm of R.

Warping is the tightest condition, and the largest integer allowed is s = 7. The simulated lattice has

d = 0.98 nm, t = 0.429 eV, u = 0.233,

and a contour distortion of 4.6 %. The number of sites per unit area falls by s² = 49, from 3.93 × 10⁷ to 8.0 × 10⁵ per square micrometre.

The table compares junction transmission per valley, averaged over the two valleys, for transport along a zigzag direction at B = 0 and two transverse wavenumbers k_y. The Fermi wavenumber far from the junction is U/ħv = 0.159 nm⁻¹. The case s = 20 violates all three bounds.

| s | T, k_y = 0.04 nm⁻¹ | T, k_y = 0.08 nm⁻¹ |
|---|---|---|
| 1 | 0.8493 | 0.5001 |
| 7 | 0.8501 | 0.5041 |
| 20 | 0.8559 | 0.5323 |

Relative to the original lattice, the transmission at s = 7 changes by 0.09 % and 0.80 %. At s = 20 it changes by 0.77 % and 6.4 %. Agreement within 5 % was tested for s = 7 at both wavenumbers.

For this orientation the changes are smaller than the contour distortion. That is not so in general: for transport along an armchair direction k_y lies on the K–M line, the warping enters at first order in s with opposite sign in the two valleys, and at s = 7, k_y = 0.08 nm⁻¹ the two valley transmissions change by about −9 % and +8 %, largely cancelling only in their average. We return to the tabulated changes. They also grow by factors of 8.3 and 8.1 between s = 7 and s = 20, close to the ratio (20² − 1)/(7² − 1) = 8.3 expected for an error proportional to s². This growth is a numerical observation for this junction, not a general rule for transmission.

The small change at s = 20 and k_y = 0.04 nm⁻¹ does not make that lattice generally safe. The bounds control the dispersion, the levels and the valley mixing; one averaged transmission can be less sensitive than any of these.

The limiting condition also depends on the device. Suppose the potential and Fermi energy are made very small, at the same w and B, while the first Landau level must still be correct to 1 %. The warping bound set by U then recedes, and the formula for s_V approaches 19.6, which is cautious because the reflection itself vanishes with U. The magnetic bound of 13.4 becomes the tightest. Conversely, raising U lowers s_w in proportion to 1/U. In a gated device, U must be taken where |E − V(r)| is largest, which may be deep under a gate and far from the junction of interest.

The numerical output below gives the remaining cases.

Calculated quantities

```
hopping t0 = 3.00 eV, bond d0 = 0.140 nm
hbar*v = 0.6300 eV nm
velocity v = 9.5714e+05 m/s
U = 0.100 eV, junction width w = 5.0 nm, B = 5.0 T
tolerances: warping 0.05, Landau 0.01, valley 1e-06
warping bound: u = 0.2506, s_w = 7.52
leading-order warping bound 6*tol*t0/U = 9.00
hard ceiling t0/U = 30.0
magnetic length = 11.474 nm, highest level within U: N = 1
continuum E_1 = 77.653 meV
s = 5.20, n = 1: E = 77.535 meV, downshift 0.152 %, formula 0.151 %
s = 5.20, n = 2: E = 109.485 meV, downshift 0.303 %, formula 0.302 %
s = 5.20, n = 3: E = 133.886 meV, downshift 0.456 %, formula 0.453 %
s = 7.02, n = 1: E = 77.438 meV, downshift 0.276 %, formula 0.275 %
s = 7.02, n = 2: E = 109.210 meV, downshift 0.553 %, formula 0.550 %
s = 13.43, n = 1: E = 76.855 meV, downshift 1.028 %, formula 1.008 %
magnetic bound: s_B = 13.38
s = 10, w = 3 nm: lattice R = 1.897e-06, formula 2.095e-06
s = 14, w = 5 nm: lattice R = 9.676e-07, formula 9.793e-07
s = 20, w = 8 nm: lattice R = 5.335e-06, formula 5.337e-06
smoothness bound: s_V = 14.01, lattice R there = 9.880e-07
small-u smoothness estimate = 19.64
recommended integer s = 7, u = 0.2333
contour distortion at this s = 4.59 %
scaled bond = 0.980 nm, scaled hopping = 0.4286 eV
sites per square micrometre: 3.928e+07 originally, 8.015e+05 scaled
Fermi wavenumber U/(hbar*v) = 0.1587 1/nm
ky = 0.04 1/nm: T(s=1) = 0.84932, T(s=7) = 0.85011, T(s=20) = 0.85586
  relative change: 0.093 % at s=7, 0.770 % at s=20
ky = 0.08 1/nm: T(s=1) = 0.50011, T(s=7) = 0.50410, T(s=20) = 0.53234
  relative change: 0.798 % at s=7, 6.444 % at s=20
```
